# Faraday and Kerr angles of a free-standing quantized Hall film: verification in Python

```python
"""
Result under test: a free-standing film with total Hall conductance e^2/h
has low-frequency Faraday angle arctan(alpha) and Kerr angle
arctan(alpha) - pi/2 (angles from x towards y, modulo pi).
The formulas treat the film as one current sheet. The test solves Maxwell's
boundary conditions for a slab of finite thickness with two Hall surfaces.
Symbols: alpha fine-structure constant; d thickness; eps dielectric constant;
delta = (eps-1)*omega*d/(2c); g = Z0*sigma_xx/2; time factor exp(-i omega t).
Hall sign: K_x = sigma_xy E_y, K_y = -sigma_xy E_x.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq

Z0 = sc.mu_0 * sc.c
G_HALL = sc.e**2 / sc.h
alpha = sc.alpha
thickness = 10e-9
eps = 20.0
IDENTITY = np.eye(2)
Z_CROSS = np.array([[0.0, -1.0], [1.0, 0.0]])
HALL = np.array([[0.0, 1.0], [-1.0, 0.0]])


def solve_slab(freq, hall=(0.5, 0.5), sigma_xx=0.0, n_out=1.0):
    """Return reflected and transmitted fields for unit incident E along x.
    hall: surface Hall conductances in e^2/h; sigma_xx: total, in e^2/h.
    """
    n_in = np.sqrt(eps)
    phase = np.exp(1j * n_in * 2 * np.pi * freq * thickness / sc.c)
    front, back = [Z0 * G_HALL * (s * HALL + sigma_xx / 2 * IDENTITY)
                   for s in hall]
    incident = np.array([1.0, 0.0])
    zz = Z_CROSS @ Z_CROSS
    zero = np.zeros((2, 2))
    # Unknowns: reflected, internal forward, internal backward, transmitted.
    matrix = np.block([
        [IDENTITY, -IDENTITY, -IDENTITY, zero],
        [zz, n_in * zz - front, -n_in * zz - front, zero],
        [zero, phase * IDENTITY, IDENTITY / phase, -IDENTITY],
        [zero, -n_in * phase * zz, n_in / phase * zz, n_out * zz - back],
    ])
    rhs = np.concatenate([-incident, zz @ incident, np.zeros(4)])
    fields = np.linalg.solve(matrix, rhs)
    return fields[:2], fields[6:]


def stokes(field):
    x, y = field
    cross = x * np.conj(y)
    return (abs(x)**2 + abs(y)**2, abs(x)**2 - abs(y)**2,
            2 * cross.real, 2 * cross.imag)


def azimuth(field):
    _, s1, s2, _ = stokes(field)
    return 0.5 * np.arctan2(s2, s1)


def axis_ratio(field):
    s0, s1, s2, s3 = stokes(field)
    return abs(np.tan(0.5 * np.arctan2(s3, np.hypot(s1, s2))))


def power(field):
    return stokes(field)[0]


# The dimensionless Hall conductance is the fine-structure constant.
alpha_from_sheet = Z0 * G_HALL / 2
assert abs(alpha_from_sheet / alpha - 1) < 1e-8

# Low-frequency limit of the finite slab.
f_low = 1e6
refl, trans = solve_slab(f_low)
faraday, kerr = azimuth(trans), azimuth(refl)
assert abs(faraday - np.arctan(alpha)) < 1e-8
assert abs(kerr - (np.arctan(alpha) - np.pi / 2)) < 1e-8
assert axis_ratio(refl) < 1e-5 and axis_ratio(trans) < 1e-5
assert abs(power(refl) / (alpha**2 / (1 + alpha**2)) - 1) < 1e-6
assert abs(power(trans) - 1 / (1 + alpha**2)) < 1e-9
assert abs(power(refl) + power(trans) - 1) < 1e-11

# Only the sum of the surface Hall conductances matters in this limit.
refl_uneven, trans_uneven = solve_slab(f_low, hall=(0.8, 0.2))
assert abs(azimuth(refl_uneven) - kerr) < 1e-7
assert abs(azimuth(trans_uneven) - faraday) < 1e-7
_, trans_opposite = solve_slab(f_low, hall=(0.5, -0.5))
assert abs(azimuth(trans_opposite)) < 1e-9
refl_rev, trans_rev = solve_slab(f_low, hall=(-0.5, -0.5))
assert abs(azimuth(refl_rev) + kerr) < 1e-8
assert abs(azimuth(trans_rev) + faraday) < 1e-8

# Finite frequency: sheet formulas against the full slab.
rows = []
for freq in (0.1e12, 1e12, 8e12):
    delta = (eps - 1) * np.pi * freq * thickness / sc.c
    r_field, t_field = solve_slab(freq)
    small = 0.5 * np.arctan(2 * alpha / (1 - alpha**2 + delta**2))
    expected_kerr = small - np.pi / 2 if delta < alpha else small
    expected_ratio = min(delta / alpha, alpha / delta)
    assert abs(azimuth(t_field) - small) < 1e-6
    assert abs(azimuth(r_field) - expected_kerr) < 1e-6
    # The simple axis ratio omits corrections of order (alpha + delta)^2.
    assert abs(axis_ratio(r_field) - expected_ratio) < 1e-3
    rows.append((freq, delta, azimuth(t_field), azimuth(r_field),
                 axis_ratio(r_field)))

# Crossover: the azimuth flips and the reflected light becomes circular.
f_cross = brentq(lambda f: stokes(solve_slab(f)[0])[1], 1e12, 8e12,
                 xtol=1.0, rtol=1e-13)
f_cross_formula = alpha * sc.c / (np.pi * thickness * (eps - 1))
ratio_cross = axis_ratio(solve_slab(f_cross)[0])
assert abs(f_cross / f_cross_formula - 1) < 1e-3
assert abs(ratio_cross - 1) < 1e-3

# Residual longitudinal conductance.
loss_fraction = 0.1
g = loss_fraction * alpha
refl_loss, trans_loss = solve_slab(f_low, sigma_xx=loss_fraction)
assert abs(azimuth(trans_loss) - np.arctan(alpha / (1 + g))) < 1e-7
assert abs(azimuth(refl_loss)
           + np.arctan(alpha / (alpha**2 + g + g**2))) < 1e-7

# A half-space behind the film removes the large Kerr angle.
n_sub = 1.5
refl_sub, trans_sub = solve_slab(f_low, n_out=n_sub)
assert abs(azimuth(trans_sub) - np.arctan(2 * alpha / (1 + n_sub))) < 1e-7
assert abs(azimuth(refl_sub)
           - np.arctan(4 * alpha / (1 - n_sub**2 - 4 * alpha**2))) < 1e-7

deg = np.degrees
print(f"Vacuum impedance Z0 = {Z0:.4f} ohm")
print(f"Hall conductance e^2/h = {G_HALL * 1e6:.5f} microsiemens")
print(f"Z0 e^2/(2h) = {alpha_from_sheet:.9f} (dimensionless)")
print(f"Fine-structure constant = {alpha:.9f} (dimensionless)")
print(f"Slab thickness = {thickness * 1e9:.1f} nm")
print(f"Slab dielectric constant = {eps:.1f} (dimensionless)")
print(f"Low frequency used for the limit = {f_low / 1e6:.1f} MHz")
print(f"Faraday angle, limit = {faraday * 1e3:.5f} mrad")
print(f"Faraday angle, limit = {deg(faraday):.5f} degrees")
print(f"Kerr angle, limit = {kerr:.6f} rad")
print(f"Kerr angle, limit = {deg(kerr):.5f} degrees")
print(f"Shortfall of |Kerr| from pi/2 = "
      f"{(np.pi / 2 - abs(kerr)) * 1e3:.5f} mrad")
print(f"Reflected power fraction = {power(refl):.5e}")
print(f"Transmitted power fraction = {power(trans):.8f}")
for freq, delta, far, ker, ratio in rows:
    label = f"At {freq / 1e12:.1f} THz:"
    print(f"{label} delta = {delta:.4e}, delta/alpha = {delta / alpha:.4f}")
    print(f"{label} Faraday azimuth = {deg(far):.5f} degrees")
    print(f"{label} Kerr azimuth = {deg(ker):.5f} degrees")
    print(f"{label} reflected axis ratio = {ratio:.4f}")
print(f"Crossover frequency, full slab = {f_cross / 1e12:.4f} THz")
print(f"Crossover frequency, formula = {f_cross_formula / 1e12:.4f} THz")
print(f"Reflected axis ratio at crossover = {ratio_cross:.4f}")
print(f"Lossy film: sigma_xx/sigma_xy = {loss_fraction:.2f}")
print(f"Lossy film: Faraday angle = {deg(azimuth(trans_loss)):.5f} degrees")
print(f"Lossy film: Kerr angle = {deg(azimuth(refl_loss)):.4f} degrees")
print(f"Backing medium: refractive index = {n_sub:.2f}")
print(f"Backed film: Faraday angle = {deg(azimuth(trans_sub)):.5f} degrees")
print(f"Backed film: Kerr angle = {deg(azimuth(refl_sub)):.4f} degrees")
print("tests ok")
```

It prints:

```
Vacuum impedance Z0 = 376.7303 ohm
Hall conductance e^2/h = 38.74046 microsiemens
Z0 e^2/(2h) = 0.007297353 (dimensionless)
Fine-structure constant = 0.007297353 (dimensionless)
Slab thickness = 10.0 nm
Slab dielectric constant = 20.0 (dimensionless)
Low frequency used for the limit = 1.0 MHz
Faraday angle, limit = 7.29722 mrad
Faraday angle, limit = 0.41810 degrees
Kerr angle, limit = -1.563499 rad
Kerr angle, limit = -89.58190 degrees
Shortfall of |Kerr| from pi/2 = 7.29722 mrad
Reflected power fraction = 5.32485e-05
Transmitted power fraction = 0.99994675
At 0.1 THz: delta = 1.9911e-04, delta/alpha = 0.0273
At 0.1 THz: Faraday azimuth = 0.41810 degrees
At 0.1 THz: Kerr azimuth = -89.58190 degrees
At 0.1 THz: reflected axis ratio = 0.0273
At 1.0 THz: delta = 1.9911e-03, delta/alpha = 0.2728
At 1.0 THz: Faraday azimuth = 0.41810 degrees
At 1.0 THz: Kerr azimuth = -89.58190 degrees
At 1.0 THz: reflected axis ratio = 0.2728
At 8.0 THz: delta = 1.5928e-02, delta/alpha = 2.1828
At 8.0 THz: Faraday azimuth = 0.41798 degrees
At 8.0 THz: Kerr azimuth = 0.41798 degrees
At 8.0 THz: reflected axis ratio = 0.4580
Crossover frequency, full slab = 3.6651 THz
Crossover frequency, formula = 3.6651 THz
Reflected axis ratio at crossover = 1.0000
Lossy film: sigma_xx/sigma_xy = 0.10
Lossy film: Faraday angle = 0.41780 degrees
Lossy film: Kerr angle = -83.8716 degrees
Backing medium: refractive index = 1.50
Backed film: Faraday angle = 0.33448 degrees
Backed film: Kerr angle = -1.3375 degrees
tests ok
```
